\section*{Weideman's Expansion for the Voigt Profile and Its Error Map}

\section{The Voigt profile by a rational expansion}

An approximation to a spectral line can look accurate on a plot and still be useless in the wings. Take a line whose Lorentz width is one thousandth of its Doppler width, and compute it with the four-term version of the expansion treated here. The scaled profile, which is close to 1 at line centre, is nowhere wrong by more than about $0.005$. Yet at some detunings the error is nearly twenty times the true value, and the far wing comes out negative: an absorption line that emits. With eight terms the largest scaled error is $1.5\times10^{-4}$, and the largest relative error is still 92\%. In an optically thick gas the further growth of the absorption moves outward as the centre saturates, first to the Doppler flanks and then to the Lorentz wings. For this line, detunings beyond $3\sqrt2$ Doppler standard deviations supply 8\% of that growth at a central optical depth of $10^2$ and 98\% at $10^4$. At such depths the number of terms should be chosen from a bound on the relative error.

\subsection{From the convolution to the Faddeeva function}

Let $\nu$ be the detuning from line centre. The Doppler profile is a Gaussian of standard deviation $\sigma$, and the collisional or lifetime profile is a Lorentzian of half width at half maximum $\gamma>0$. Both have unit area, and the two broadenings are taken as independent, so that the line shape is their convolution:
\begin{equation}
V(\nu)=\int_{-\infty}^{\infty}\frac{e^{-\nu'^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,
\frac{\gamma/\pi}{(\nu-\nu')^2+\gamma^2}\,d\nu'.
\end{equation}
Put $\nu'=\sigma\sqrt2\,t$, $x=\nu/(\sigma\sqrt2)$ and $y=\gamma/(\sigma\sqrt2)$. The Lorentzian becomes $(\sigma\sqrt2)^{-1}(y/\pi)/[(x-t)^2+y^2]$, and its prefactor cancels against $d\nu'=\sigma\sqrt2\,dt$. Hence
\begin{equation}
V=\frac{1}{\sigma\sqrt{2\pi}}\,\frac{y}{\pi}\int_{-\infty}^{\infty}\frac{e^{-t^2}}{(x-t)^2+y^2}\,dt .
\label{eq:K}
\end{equation}
With $z=x+iy$,
\[
\frac{i}{z-t}=\frac{i(x-t-iy)}{(x-t)^2+y^2}=\frac{y+i(x-t)}{(x-t)^2+y^2},
\]
so that
\begin{equation}
V=\frac{\mathrm{Re}\,w(z)}{\sigma\sqrt{2\pi}},\qquad
w(z)=\frac{i}{\pi}\int_{-\infty}^{\infty}\frac{e^{-t^2}}{z-t}\,dt,\quad \mathrm{Im}\,z>0.
\label{eq:w}
\end{equation}
This $w$ is the Faddeeva function. The Lorentz full width is $2\gamma$ and the Doppler full width is $2\sigma\sqrt{2\ln2}$, so the ratio of Lorentz to Doppler width is $\rho=y/\sqrt{\ln2}$.

\subsection{The exact series}

Choose a length $L>0$ and map the real line to a circle by $t=L\tan(\theta/2)$. Then
\[
e^{i\theta}=\frac{L+it}{L-it},\qquad d\theta=\frac{2L\,dt}{L^2+t^2}.
\]
The function $f=(L^2+t^2)e^{-t^2}$ is smooth and periodic in $\theta$, because the Gaussian suppresses it and all its derivatives at $\theta=\pi$. It therefore has an absolutely convergent Fourier series $f=\sum_n a_ne^{in\theta}$. Since $\theta$ is odd in $t$,
\begin{equation}
a_n=\frac1{2\pi}\int_{-\pi}^{\pi}f e^{-in\theta}d\theta
=\frac L\pi\int_{-\infty}^{\infty}e^{-t^2}\cos(n\theta)\,dt ,
\label{eq:an}
\end{equation}
which is real and even in $n$, with $a_0=L/\sqrt\pi$.

Divide the series by $L^2+t^2=(L+it)(L-it)$ and insert it in (\ref{eq:w}). Absolute convergence allows integration term by term:
\[
w(z)=\sum_n a_n\,\frac i\pi\int_{-\infty}^{\infty}\frac{\varphi_n(t)}{z-t}\,dt,\qquad
\varphi_n(t)=\frac{(L+it)^{n-1}}{(L-it)^{n+1}} .
\]
Each integrand falls off at least as $|t|^{-3}$, so the contour may be closed by a large arc on either side.

\begin{itemize}
\item For $n\ge1$, $\varphi_n$ is analytic in the upper half-plane. Closing there encloses the pole $t=z$. Because $1/(z-t)=-1/(t-z)$, the integral is $-2\pi i\,\varphi_n(z)$, and the factor $i/\pi$ turns it into $2\varphi_n(z)$.
\item For $n=0$, close below around $t=-iL$. The residue of $1/(L^2+t^2)$ there is $1/(-2iL)$, and the clockwise sense gives $-2\pi i$. The integral is $(\pi/L)/(z+iL)$. Multiplied by $i/\pi$ it becomes $i/[L(z+iL)]=1/[L(L-iz)]$.
\item For $n\le-1$, the pole of $\varphi_n$ is at $t=iL$. Both poles lie above, and closing below gives zero.
\end{itemize}
With $a_0=L/\sqrt\pi$ the result is
\begin{equation}
w(z)=\frac{1}{\sqrt\pi\,(L-iz)}+\frac{2}{(L-iz)^2}\sum_{n=1}^{\infty}a_nZ^{n-1},
\qquad Z=\frac{L+iz}{L-iz}.
\label{eq:series}
\end{equation}
Here
\begin{equation}
|Z|^2=\frac{x^2+(L-y)^2}{x^2+(L+y)^2}\le1\quad(y\ge0),
\label{eq:Z}
\end{equation}
so the series converges uniformly and also holds on the real axis by continuity. Weideman's approximation $w_N$ keeps the terms $n\le N$. It is meant for $\mathrm{Im}\,z\ge0$; below the axis $|Z|>1$, and $w_N$ has a pole at $-iL$ that $w$ does not have.

\subsection{The choice of $L$}

A good $L$ makes the coefficients small where the series is cut. Set $n=N$, $L=c\sqrt N$ and $t=\sqrt N\,\tau$ in (\ref{eq:an}). The integrand is $e^{NF}$ with
\[
F=-\tau^2+\ln\frac{c-i\tau}{c+i\tau},\qquad
\frac{\partial F}{\partial\tau}=-2\tau-\frac{2ic}{c^2+\tau^2}.
\]
For large $N$ the size of $a_N$ is set by $\mathrm{Re}\,F$ at the saddle points, where
\begin{equation}
\tau(c^2+\tau^2)=-ic .
\label{eq:saddle}
\end{equation}
Since $\partial F/\partial\tau=0$ there, changing $c$ changes $F$ through its explicit dependence alone:
\[
\frac{dF}{dc}=\frac1{c-i\tau}-\frac1{c+i\tau}=\frac{2i\tau}{c^2+\tau^2}=-\frac{2\tau^2}{c},
\]
where (\ref{eq:saddle}) was used as $1/(c^2+\tau^2)=i\tau/c$. The decay rate is stationary when $\mathrm{Re}\,\tau^2=0$, that is, $\tau^2=iq$ with $q$ real. The square of (\ref{eq:saddle}) then reads $iq(c^4-q^2+2iqc^2)=-c^2$. Its real part gives $q^2=\tfrac12$ and its imaginary part $c^4=q^2$, so
\begin{equation}
c=2^{-1/4},\qquad L=2^{-1/4}\sqrt N .
\label{eq:L}
\end{equation}
Of the four values with $\tau^2=\pm i/\sqrt2$, those that satisfy (\ref{eq:saddle}) with its sign are $\tau_1=ce^{-i\pi/4}$ and $-\tau_1^*$. The third root of the cubic, $\tau=i\sqrt2\,c$, lies above the pole at $\tau=ic$ and off the path used below.

The stationary point is a minimum. Differentiating (\ref{eq:saddle}) gives $(c^2+3\tau^2)\tau'=-i-2c\tau$. At $\tau_1$, $2c\tau_1=1-i$ and $c^2+3\tau_1^2=(1-3i)/\sqrt2$, so $\tau'=-\sqrt2(1+3i)/10$ and $\mathrm{Re}(\tau_1\tau')=-2c/5$. Therefore $d^2\mathrm{Re}F/dc^2=-(4/c)\,\mathrm{Re}(\tau_1\tau')=8/5>0$.

These two saddles do control the integral. The integrand is analytic below the real axis, so the path may be shifted to $\tau=u-ic/\sqrt2$, which passes through both. On this line, with $v=u^2$,
\[
\frac{d\,\mathrm{Re}F}{dv}=-1+\frac1{(A+v)(B+v)},\qquad
A,B=c^2\Bigl(1\mp\tfrac1{\sqrt2}\Bigr)^2,
\]
where $B-A=2$ was used. The right side decreases with $v$ and vanishes at $v=c^2/2$, since $(A+v)(B+v)=c^4(2-\sqrt2)(2+\sqrt2)=1$ there. The two saddles are thus the highest points of the path.

At $\tau_1$ the logarithm's argument is
\[
\frac{\sqrt2-1-i}{\sqrt2+1+i}=\frac{-2\sqrt2\,i}{4+2\sqrt2}=-i(\sqrt2-1),
\]
while $-\tau_1^2=i/\sqrt2$. The second derivative is $F''=-2+4ic\tau_1/(c^2+\tau_1^2)^2=-2-4c\tau_1=-4+2i$, because $(c^2+\tau_1^2)^2=-i$. The Gaussian integral over $t$ at this saddle is $\sqrt{2\pi/(4-2i)}\,e^{NF}$, and the other saddle gives the complex conjugate. To leading order in $1/N$,
\begin{equation}
a_N\simeq2^{3/4}\sqrt{\frac N\pi}\,(\sqrt2-1)^N\,
\mathrm{Re}\left[\frac{e^{iN(1/\sqrt2-\pi/2)}}{\sqrt{2-i}}\right].
\label{eq:asym}
\end{equation}
For $N=16$ this gives $9.96\times10^{-7}$, against $9.94\times10^{-7}$ computed. Apart from the slow root and the oscillation, each further factor of ten in accuracy costs $\ln10/\ln(1+\sqrt2)\approx2.6$ terms.

The oscillation makes the last coefficient a poor error estimate. At $N=24$, $|a_{24}|=1.5\times10^{-10}$, while the omitted coefficients sum in magnitude to $1.1\times10^{-9}$. Multiplying $L$ by $0.7$ or $1.4$ raises that sum to $3.0\times10^{-9}$ or $1.0\times10^{-8}$.

\subsection{The algorithm}

\begin{enumerate}
\item Set $L=2^{-1/4}\sqrt N$ and choose a number of samples $P$, for instance $4N$.
\item Sample $f$ at $\theta_j=2\pi j/P$, with $f=0$ at $\theta=\pi$.
\item Obtain $a_1,\dots,a_N$ from one fast Fourier transform divided by $P$.
\item For each $z$, form $Z$, sum the polynomial by Horner's rule, and add the first term of (\ref{eq:series}).
\end{enumerate}
The first three steps are done once for a given $N$. Since $e^{-i(n+kP)\theta_j}=e^{-in\theta_j}$ for integer $k$, the transform returns $\sum_k a_{n+kP}$ in place of $a_n$. For $N=8$ and $P=32$ this aliasing shifts no coefficient by more than $1.03\times10^{-8}$, far below the truncation error. The error maps below use $P=512$.

\subsection{Error bounds}

Let $T_N=\sum_{n>N}|a_n|$. The omitted terms of (\ref{eq:series}) all contain $Z^N$, and $|Z|\le1$, so
\begin{equation}
|w_N-w|\le\frac{2T_N|Z|^N}{|L-iz|^2}.
\label{eq:abs}
\end{equation}
The error of $\mathrm{Re}\,w$ is harmonic for $\mathrm{Im}\,z>0$ and, by (\ref{eq:abs}), vanishes at infinity. By the maximum principle its largest magnitude along a line of constant $y$ cannot grow with $y$: collisional broadening never worsens the largest absolute error of $\mathrm{Re}\,w$.

The relative error needs a lower bound on the profile. In (\ref{eq:K}), $e^{-t^2}/\sqrt\pi$ is a probability density with mean $0$ and variance $\tfrac12$. Because $1/u$ is convex, Jensen's inequality says that the mean of $1/u$ is at least $1$ over the mean of $u=(x-t)^2+y^2$:
\begin{equation}
\mathrm{Re}\,w\ge\frac{y}{\sqrt\pi}\,\frac1{x^2+y^2+\frac12}.
\end{equation}
Divide (\ref{eq:abs}) by this, with $|L-iz|^2=x^2+(L+y)^2$. Since $L^2=N/\sqrt2>\tfrac12$, we have $x^2+y^2+\tfrac12\le x^2+(L+y)^2$, and
\begin{equation}
\frac{|V_N-V|}{V}\le\frac{2\sqrt\pi\,T_N}{y}\qquad\text{at every detuning.}
\label{eq:rel}
\end{equation}
Errors $\varepsilon_n$ in the coefficients, from aliasing or rounding, add at most $2\sqrt\pi\sum_{n\le N}|\varepsilon_n|/y$ by the same argument. Once $T_N$ has sunk below the rounding level, more terms do not help. For $y\to0$ at fixed $N$ the bound diverges, and the far wing shows that this loss is real.

\subsection{The far wing and the area}

Let $x\to\infty$ at fixed $y>0$. Then $Z\to-1$ and $(L-iz)^2\to-z^2$, so the omitted terms give
\[
w_N-w\to\frac{\delta_N}{z^2},\qquad
\delta_N=-2\sum_{n>N}(-1)^na_n=\frac L{\sqrt\pi}+2\sum_{n=1}^N(-1)^na_n .
\]
The second form follows from $f=0$ at $\theta=\pi$, that is, $a_0+2\sum_{n\ge1}(-1)^na_n=0$. By (\ref{eq:K}) the true wing is $\mathrm{Re}\,w\to y/(\sqrt\pi x^2)$. Both fall as $x^{-2}$, so the relative error does not die out:
\begin{equation}
\frac{V_N-V}{V}\to\frac{\sqrt\pi\,\delta_N}{y}.
\label{eq:wing}
\end{equation}
The limit is approached slowly. Since $1+Z=2L/(L-iz)$, replacing $Z^N$ by $(-1)^N$ needs $x\gg NL$; at $\rho=0.001$ the relative error stays within 10\% of the limit only beyond $x\approx190$ for $N=8$ and $x\approx690$ for $N=32$. If $\delta_N<0$ and $y<-\sqrt\pi\,\delta_N$, the computed far wing is negative. All five values of $N$ in the table below have $\delta_N<0$.

The area gives no warning of this. For large $|z|$, $w_N=i/(\sqrt\pi z)+O(z^{-2})$ whatever $N$ is, and $w_N$ has no pole above the real axis. A large upper semicircle contributes $(i/\sqrt\pi)(i\pi)=-\sqrt\pi$, so the integral of $w_N$ along the line is $\sqrt\pi$, and $V_N$ has unit area for every $N\ge1$. A check of the area over the whole line therefore cannot detect a bad wing. Over a finite window $|x|<X$ with $X\gg NL$ the wing error shows only as a shift $-2\delta_N/(\sqrt\pi X)$ in the area of $V_N$; for narrower windows the shift does not follow this law and can have either sign.

\subsection{The error map}

The table gives the largest errors found on a grid over $0\le x\le10^4$.

\begin{center}
\begin{tabular}{rccc}
\hline
$N$ & $\rho=0.001$ & $\rho=0.1$ & $\rho=10$\\
\hline
\multicolumn{4}{c}{absolute error of $\mathrm{Re}\,w$}\\
4 & $4.8\times10^{-3}$ & $2.9\times10^{-3}$ & $1.6\times10^{-5}$\\
8 & $1.5\times10^{-4}$ & $7.8\times10^{-5}$ & $1.4\times10^{-7}$\\
16 & $1.2\times10^{-7}$ & $5.7\times10^{-8}$ & $3.2\times10^{-10}$\\
24 & $7.9\times10^{-11}$ & $3.7\times10^{-11}$ & $3.0\times10^{-13}$\\
32 & $3.9\times10^{-14}$ & $2.0\times10^{-14}$ & $2\times10^{-16}$\\
\hline
\multicolumn{4}{c}{relative error of $V$}\\
4 & $20$ & $0.19$ & $1.8\times10^{-3}$\\
8 & $0.92$ & $7.8\times10^{-3}$ & $1.0\times10^{-5}$\\
16 & $2.1\times10^{-3}$ & $1.9\times10^{-5}$ & $1.9\times10^{-7}$\\
24 & $3.2\times10^{-6}$ & $3.2\times10^{-8}$ & $3.2\times10^{-10}$\\
32 & $3.2\times10^{-9}$ & $3.2\times10^{-11}$ & $3.2\times10^{-13}$\\
\hline
\end{tabular}
\end{center}

The absolute error falls along each row, as the maximum principle requires. The entry $2\times10^{-16}$ continues the trend of its column, a factor of about $10^{3}$ per eight terms, and lies under the bound (\ref{eq:abs}), which on that line peaks at about $3\times10^{-16}$ near $x=50$. It is given to one figure because double-precision rounding is not far below it.

For $N=24$ and $32$ the relative error follows $1/\rho$ and agrees with (\ref{eq:wing}): at $N=24$ and $\rho=0.001$, where $y=8.33\times10^{-4}$, $\sqrt\pi\times1.484\times10^{-9}/y=3.16\times10^{-6}$. For $N=8$ the same formula gives only $0.045$, against the $0.92$ found. The coefficient $\delta_8=-2.1\times10^{-5}$ is small beside $T_8=6.6\times10^{-4}$, so the omitted terms nearly cancel at $Z=-1$, and the largest relative error lies at a finite detuning. A check of the far wing alone would miss it, whereas (\ref{eq:rel}) covers it.

\subsection{A worked line}

Take a model line with $\sigma=0.002~\mathrm{cm}^{-1}$ and $\gamma=0.0005~\mathrm{cm}^{-1}$. Then $y=0.0005/(0.002\sqrt2)=0.176777$ and $\rho=0.212$. For $N=8$, $L=2.378414$ and $L+y=2.555191$. At line centre
\[
Z=\frac{L-y}{L+y}=\frac{2.201637}{2.555191}=0.861633,\qquad
\sum_{n=1}^8a_nZ^{n-1}=1.982534 ,
\]
and the two parts of $w_8$ are
\[
\frac1{\sqrt\pi\,(2.555191)}+\frac{2(1.982534)}{(2.555191)^2}
=0.220801+0.607301=0.828102 .
\]
The exact value is $0.828064$. The difference, $3.8\times10^{-5}$, respects the bound (\ref{eq:abs}), which is $2(6.577\times10^{-4})(0.8616)^8/(2.555)^2=6.1\times10^{-5}$. Division by $\sigma\sqrt{2\pi}$ gives $V_8(0)=165.182$~cm, against $165.175$~cm from direct convolution.

At a detuning of $0.006~\mathrm{cm}^{-1}$, three Doppler standard deviations out, $V_8=8.7863$~cm against $8.7818$~cm. The relative error has grown from $4.6\times10^{-5}$ at the centre to $5.1\times10^{-4}$. Sixteen terms reduce these two errors to $2.55\times10^{-8}$ and $6.28\times10^{-7}$.

To guarantee a relative error of $10^{-6}$ at every detuning, increase $N$ until (\ref{eq:rel}) falls below the target. This first happens at $N=20$, where the bound is $6.6\times10^{-7}$ and the largest error found on the grid is $3.9\times10^{-7}$. At $N=20$ the bound exceeds the error found by less than a factor of two. At $N=19$ it is looser, $1.3\times10^{-6}$ against $2.7\times10^{-7}$ found, so relying on the bound costs one extra term here. In return it needs no reference values of $w$. The numerical check compares the expansion with direct convolution and with an independent Faddeeva routine.

\section*{Computed results}
\begin{verbatim}
sigma = 0.002 cm^-1, gamma (HWHM) = 0.0005 cm^-1
y = 0.176777, FWHM ratio rho = 0.212330 (dimensionless)
N = 8: L = 2.378414 (dimensionless)
  a_1 =  1.14973635e+00 (dimensionless)
  a_2 =  7.06286816e-01 (dimensionless)
  a_3 =  2.80930763e-01 (dimensionless)
  a_4 =  4.45940930e-02 (dimensionless)
  a_5 = -1.77536810e-02 (dimensionless)
  a_6 = -8.82512861e-03 (dimensionless)
  a_7 =  1.51425650e-03 (dimensionless)
  a_8 =  1.42297449e-03 (dimensionless)
centre, N = 8: Z = 0.86163328, polynomial = 1.98253397
  first term = 0.22080134, second term = 0.60730089
  Re w_8 = 0.82810224, Re w = 0.82806421
detuning 0.0 cm^-1, x = 0.000000: convolution V = 165.17491131 cm
  N = 8: V = 165.18249714 cm, relative error = 4.59e-05
  N = 16: V = 165.17491552 cm, relative error = 2.55e-08
detuning 0.006 cm^-1, x = 2.121320: convolution V = 8.78182676 cm
  N = 8: V = 8.78632940 cm, relative error = 5.13e-04
  N = 16: V = 8.78183228 cm, relative error = 6.28e-07
N, tail T_N, wing coefficient delta_N (dimensionless):
   4  1.299e-02  -8.268e-03
   8  6.577e-04  -2.133e-05
  16  1.015e-06  -8.757e-07
  24  1.081e-09  -1.484e-09
  32  1.068e-12  -1.482e-12
N, a_N from FFT, a_N from saddle point (dimensionless):
   8   1.4230e-03   1.4358e-03
  16   9.9393e-07   9.9613e-07
  24  -1.5137e-10  -1.5433e-10
  32  -1.3034e-12  -1.3081e-12
T_24 for L times 0.7, 1, 1.4: 3.00e-09, 1.08e-09, 1.02e-08
N = 8, 32 samples: largest aliasing shift = 1.03e-08
N = 4: area of Re w_N / sqrt(pi) = 1.00000000
Largest absolute error of Re w; columns rho =
   N     0.001      0.01       0.1         1        10
   4  4.84e-03  4.62e-03  2.88e-03  2.86e-04  1.64e-05
   8  1.47e-04  1.38e-04  7.80e-05  5.10e-06  1.42e-07
  16  1.24e-07  1.15e-07  5.73e-08  4.42e-09  3.24e-10
  24  7.87e-11  7.24e-11  3.71e-11  3.51e-12  3.04e-13
  32  3.91e-14  3.65e-14  1.99e-14  2.17e-15  2.09e-16
Largest relative error of V for 0 <= x <= 10^4; same columns
   4  1.95e+01  1.94e+00  1.87e-01  1.76e-02  1.76e-03
   8  9.19e-01  9.34e-02  7.80e-03  3.41e-04  1.00e-05
  16  2.10e-03  2.06e-04  1.87e-05  1.86e-06  1.86e-07
  24  3.16e-06  3.16e-07  3.16e-08  3.16e-09  3.16e-10
  32  3.15e-09  3.15e-10  3.15e-11  3.15e-12  3.15e-13
target relative error 1e-06: N = 20, bound = 6.61e-07, actual = 3.94e-07
\end{verbatim}
